# The Mexican-hat band edge and true gap of biased bilayer graphene

**Q.** You put one graphene layer at a higher electron energy than the other by \(U\). Surely the gap is then \(U\). Why should there be anything to derive?

**A.** At the valley point, the corner of the Brillouin zone, the two middle levels are indeed separated by \(|U|\). A band gap, however, compares the lowest conduction energy with the highest valence energy over all momenta, so we need the whole bands.

In Bernal stacking each layer has two sites per cell: A1 and B1 in layer 1, A2 and B2 in layer 2. Only B1 and A2 face each other directly. I give layer 1 the on-site energy \(+U/2\) and layer 2 the energy \(-U/2\), with \(U>0\). Exchanging the layers reverses the sign of \(U\), so a gap formula needs only \(|U|\) at the end.

For now I keep two couplings: the in-plane nearest-neighbour hopping \(\gamma_0\), and the hopping \(g>0\) between B1 and A2. At wavevector \(\mathbf k\) the in-plane coupling is \(-\gamma_0 f(\mathbf k)\), where \(f\) is the sum of the phase factors to the three neighbours. Define

\[
y=\gamma_0|f(\mathbf k)|,\qquad x=y^2 .
\]

Near a valley point \(y=vp\), where \(p\) is the momentum measured from that point, \(v=\sqrt3\,a\gamma_0/(2\hbar)\), and \(a\) is the lattice constant.

**Q.** The function \(f\) is complex. Are you entitled to keep its modulus alone?

**A.** Yes, with these couplings. They form an open chain A1–B1–A2–B2. It has three bonds and four basis states, so choosing the phases of the states one after another makes every bond real and positive. In that basis

\[
H=\begin{pmatrix}
U/2&y&0&0\\
y&U/2&g&0\\
0&g&-U/2&y\\
0&0&y&-U/2
\end{pmatrix}.
\]

The energies therefore depend on momentum through \(x\) alone. This holds over the whole zone, not just where the cone is linear.

**Q.** A four-by-four matrix gives a quartic equation. Do you have to approximate it?

**A.** No. Write \(\alpha=E-U/2\) and \(\beta=E+U/2\). The leading minors of \(E-H\), built up one site at a time, are

\[
\begin{aligned}
D_1&=\alpha,\qquad D_2=\alpha^2-x,\\
D_3&=\beta D_2-g^2D_1,\\
D_4&=\beta D_3-xD_2=(\alpha^2-x)(\beta^2-x)-g^2\alpha\beta .
\end{aligned}
\]

Now \(\alpha\beta=E^2-U^2/4\) and \(\alpha^2+\beta^2=2E^2+U^2/2\). Multiplying out \(D_4=0\) gives

\[
\left(E^2-\tfrac{U^2}{4}\right)^2-x\left(2E^2+\tfrac{U^2}{2}\right)+x^2-g^2\left(E^2-\tfrac{U^2}{4}\right)=0 .
\]

Odd powers of \(E\) are absent, so the levels come in pairs \(\pm E\). Collecting powers,

\[
E^4-2ME^2+P=0,
\]

\[
M=x+\frac{g^2}{2}+\frac{U^2}{4},\qquad
P=\left(x-\frac{U^2}{4}\right)^2+\frac{g^2U^2}{4}.
\]

Hence \(E_\pm^2=M\pm\sqrt{M^2-P}\). To simplify the root, expand

\[
M^2=\left(x+\frac{U^2}{4}\right)^2+g^2\left(x+\frac{U^2}{4}\right)+\frac{g^4}{4}.
\]

The difference of the two squares \((x\pm U^2/4)^2\) is \(xU^2\), and the terms \(g^2U^2/4\) cancel. With \(S=U^2+g^2\),

\[
M^2-P=\frac{g^4}{4}+xS\equiv R^2,\qquad
E_\pm^2=x+\frac{g^2}{2}+\frac{U^2}{4}\pm R .
\]

The four bands are \(\pm E_+\) and \(\pm E_-\), and the gap lies between \(-E_-\) and \(+E_-\).

**Q.** You could set a derivative to zero, but that finds a stationary point. How do I know that it is the lowest point anywhere?

**A.** Use \(R\) as the variable instead of \(x\). From its definition \(x=(R^2-g^4/4)/S\), so

\[
E_\pm^2=\frac{R^2\pm SR}{S}-\frac{g^4}{4S}+\frac{g^2}{2}+\frac{U^2}{4}.
\]

Adding and subtracting \(S/4\) completes the square:

\[
E_\pm^2=\frac{(R\pm S/2)^2}{S}
+\left[\frac{g^2}{2}+\frac{U^2}{4}-\frac S4-\frac{g^4}{4S}\right].
\]

Since \(S/4=U^2/4+g^2/4\), the bracket equals

\[
\frac{g^2}{4}-\frac{g^4}{4S}=\frac{g^2(S-g^2)}{4S}=\frac{g^2U^2}{4S}\equiv E_0^2 .
\]

Therefore

\[
E_-^2=E_0^2+\frac{(R-S/2)^2}{S},\qquad E_0=\frac{Ug}{2\sqrt{U^2+g^2}} .
\]

A square cannot be negative, so \(E_-\) never falls below \(E_0\). It reaches \(E_0\) when \(R=S/2\), that is, at

\[
y_0^2=\frac{S^2/4-g^4/4}{S}=\frac{(S-g^2)(S+g^2)}{4S}
=\frac{U^2(U^2+2g^2)}{4(U^2+g^2)} .
\]

The conduction minimum and the valence maximum occur at the same momenta, so the gap is direct and equals

\[
\boxed{E_{\rm gap}=2E_0=\frac{|U|\,g}{\sqrt{U^2+g^2}}}.
\]

One condition remains. The band must contain a momentum with \(y=y_0\). Because \(|f|\) runs from 0 to 3, this requires \(y_0\le3\gamma_0\).

**Q.** So the edge is a ring. But why would a band bend down as the momentum leaves the valley point? Kinetic energy ought to raise it.

**A.** At \(y=0\) the sites A1 and B2 are isolated, with energies \(\pm U/2\). The pair B1–A2 has energies \(\pm\sqrt{g^2+U^2/4}\). The lowest conduction state sits wholly on A1, in the high-energy layer. For small \(x\),

\[
R\simeq\frac{g^2}{2}+\frac{S}{g^2}x,\qquad
E_-^2\simeq\frac{U^2}{4}+x-\frac{S}{g^2}x=\frac{U^2}{4}-\frac{U^2}{g^2}x ,
\]

and the square root gives \(E_-\simeq U/2-Uy^2/g^2\). The next term in \(E_-^2\) is \(+S^2x^2/g^6\), so the linear term dominates only when \(x\ll U^2g^4/S^2\).

The layer weights show what is gained. Let \(w_1\) and \(w_2\) be the probabilities of finding the electron in each layer. The Hellmann–Feynman theorem gives \(\partial E_-/\partial U=(w_1-w_2)/2\) at fixed momentum. The band is shaped like a hat with a raised centre, and the ring of minima is its brim. There the movement of the minimum contributes nothing to first order, so the total derivative of \(E_0\) may be used:

\[
w_1-w_2=2\frac{dE_0}{dU}
=\frac{g}{\sqrt S}-\frac{U^2g}{S^{3/2}}
=\left(\frac{g}{\sqrt{U^2+g^2}}\right)^3 .
\]

At the centre this difference is 1. At the brim it is smaller: the state has lowered its energy by moving partly into the low-energy layer. Further out, the rising in-plane energy wins, and the band turns upward.

**Q.** Test that on limits. What happens if the asymmetry is tiny, or if it is much larger than \(g\)?

**A.** Hold \(g\) fixed. For \(U\ll g\),

\[
E_{\rm gap}=U\left(1+\frac{U^2}{g^2}\right)^{-1/2}
\simeq U\left(1-\frac{U^2}{2g^2}\right),
\]

so your first guess is the leading term, and the gap closes at \(U=0\). For \(U\gg g\) the gap tends to \(g\).

The second limit can be understood separately. Two uncoupled cones centred at \(\pm U/2\) have branches \(U/2-y\) and \(-U/2+y\), which cross at zero energy when \(y=U/2\). Each crossing state has amplitude of modulus \(1/\sqrt2\) on its site B1 or A2, so their coupling has modulus \(g/2\). Two degenerate levels coupled by \(g/2\) split by \(g\). The ring formula also gives \(y_0\to U/2\).

Numerical minimization of the diagonalized chain at \(g=0.38\) eV gives 49.6 meV for \(U=50\) meV and 355 meV for \(U=1000\) meV. The first is almost \(U\); the second is approaching \(g\).

**Q.** Give me a case with a device in mind. Is the hat large enough to matter?

**A.** Take a dual-gated bilayer between layers of hexagonal boron nitride. Rough typical parameters are \(\gamma_0=3.1\) eV, \(g=0.38\) eV and \(a=0.246\) nm. I choose \(U=0.20\) eV. Then \(\hbar v=0.660\) eV nm and

\[
\sqrt S=\sqrt{0.20^2+0.38^2}\ {\rm eV}=0.4294\ {\rm eV},
\]

\[
E_{\rm gap}=\frac{0.20\times0.38}{0.4294}\ {\rm eV}=0.177\ {\rm eV}
=2.84\times10^{-20}\ {\rm J}.
\]

A search over the full zone of the lattice model with the same two hoppings gives the same 177 meV. The ring lies at

\[
y_0=\frac{0.20}{2}\sqrt{\frac{0.20^2+2(0.38)^2}{0.20^2+0.38^2}}\ {\rm eV}=0.1335\ {\rm eV},
\]

so its radius is \(p_0/\hbar=0.1335/0.660=0.202\ {\rm nm^{-1}}\). The hat depth, from centre to brim, is

\[
\frac U2-E_0=100.0-88.5=11.5\ {\rm meV}.
\]

The layer-weight difference at the brim is \((0.38/0.4294)^3\simeq0.69\). The depth corresponds to a temperature of about 134 K. At 300 K the thermal energy is 25.9 meV, more than twice the depth, so a state at the brim is only about 1.5 times as likely to be occupied as one at the centre. Even so, with the Fermi level at midgap, about 69% of the thermal electrons in the ideal bands lie below the top of the hat, because many states are crowded near its brim. The hat still exists in the band structure.

**Q.** What mass should I assign to an electron on a ring? The energy does not change if it moves around it.

**A.** On the ideal ring, only the radial direction has a finite mass. Differentiating \(R^2=g^4/4+xS\) gives \(dR/dx=S/(2R)\), which is 1 at \(R=S/2\). Thus, near the ring,

\[
E_-^2\simeq E_0^2+\frac{(x-x_0)^2}{S},\qquad
x-x_0\simeq2y_0v\,\delta p ,
\]

where \(x_0=y_0^2\) and \(\delta p=p-p_0\). Expanding the square root,

\[
E_-\simeq E_0+\frac{4y_0^2v^2\delta p^2}{2E_0S}
\equiv E_0+\frac{\delta p^2}{2m},\qquad
m=\frac{E_0S}{4v^2y_0^2}.
\]

Insert \(E_0S=Ug\sqrt S/2\) and \(4y_0^2=U^2(U^2+2g^2)/S\):

\[
m=\frac{g(U^2+g^2)^{3/2}}{2v^2U(U^2+2g^2)} .
\]

The example gives 0.040 electron masses. As \(U\to0\) at fixed \(g\), this mass grows as \(g^2/(4v^2U)\), because the hat depth falls as \(U^3\) while the squared ring radius falls only as \(U^2\). In the tangential direction the ideal cone model has no restoring energy, so an ordinary two-dimensional parabolic density of states would be wrong.

**Q.** Then how do electrons fill the bottom of this band?

**A.** In the two-hopping model at zero temperature, with \(U\) held fixed, they first fill an annulus. For \(E_0<E<U/2\) its edges satisfy

\[
R_{\rm out,in}=\frac S2\pm\sqrt{S(E^2-E_0^2)} .
\]

The sum of these values is \(S\), so

\[
x_{\rm out}-x_{\rm in}=\frac{R_{\rm out}^2-R_{\rm in}^2}{S}
=2\sqrt{S(E^2-E_0^2)} .
\]

Two spins and two valleys give a factor 4. The density is the momentum area divided by \((2\pi\hbar)^2\), times 4:

\[
n=\frac{4\pi(p_{\rm out}^2-p_{\rm in}^2)}{(2\pi\hbar)^2}
=\frac{2\sqrt{S(E^2-E_0^2)}}{\pi\hbar^2v^2}.
\]

Its derivative is the density of states,

\[
\frac{dn}{dE}=\frac{2\sqrt S\,E}{\pi\hbar^2v^2\sqrt{E^2-E_0^2}},
\]

which diverges as an inverse square root at the edge, as in one dimension. The hole in the annulus closes at \(E=U/2\). There \(E^2-E_0^2=U^4/(4S)\), hence

\[
n_*=\frac{U^2}{\pi\hbar^2v^2}=2.9\times10^{12}\ {\rm cm^{-2}}
\]

for the example. With the Fermi level at midgap, the ideal bands hold \(1.2\times10^{11}\) thermal electrons per cm\(^2\) at 300 K, about 4% of \(n_*\).

**Q.** Real bilayers have other hoppings. Can a perfectly flat ring survive them?

**A.** No. The most important here is \(\gamma_3\), which joins A1 to B2 with modulus \(t=\gamma_3|f|\). It closes the chain into a loop, so the phases can no longer all be removed. Going once round the loop gives

\[
(-\gamma_0f)(g)(-\gamma_0f)(-\gamma_3f)=-\gamma_0^2\gamma_3g f^3 .
\]

Near a valley the phase of \(f\) turns once around the ring, so the phase \(\Phi\) of this product turns three times. To first order in \(t\), the determinant gains the two circuits of the loop. Each is an odd permutation, so the added term is \(-2xgt\cos\Phi\). Since the determinant is \((E^2-E_+^2)(E^2-E_-^2)\) before the change, and \(E_-^2-E_+^2=-2R=-S\) at the brim,

\[
\delta(E^2)=-\frac{2x_0gt\cos\Phi}{S},\qquad
\delta E=-\frac{x_0gt\cos\Phi}{SE_0}
=-\frac{2x_0t\cos\Phi}{U\sqrt S}.
\]

For the rough value \(\gamma_3=0.30\) eV, \(t=(0.30/3.1)\times133.5=12.9\) meV, and the amplitude of \(\delta E\) is

\[
\frac{2(0.1335)^2(12.9\ {\rm meV})}{0.20\times0.4294}\simeq5.4\ {\rm meV}.
\]

The brim should vary by about 10.7 meV and the gap should shrink by the same amount. Lattice diagonalization with \(\gamma_3\) gives a variation of 10.7 meV and a gap of 165.0 meV, a reduction of 12.0 meV. The ring has become three pockets per valley. Each pocket has two finite masses, about 0.037 electron masses radially and 0.054 along the former ring, so the inverse-square-root divergence at the band edge is gone. At zero temperature and fixed \(U\), electrons fill these pockets first; they merge into an annulus only at about \(1.7\times10^{12}\) cm\(^{-2}\).

**Q.** Does that get better for a smaller gap?

**A.** The gap formula improves: \(\gamma_3\) lowers the gap by 6.8% at \(U=0.20\) eV, 4.5% at 0.10 eV and 3.0% at 0.05 eV. The hat suffers more. For small \(U\), \(x_0\simeq U^2/2\), so the amplitude is about \((\gamma_3/\gamma_0)U^2/(\sqrt2g)\), while the hat depth is about \(U^3/(4g^2)\). Their ratio is

\[
2\sqrt2\,\frac{\gamma_3}{\gamma_0}\frac gU ,
\]

which reaches 1 near \(U=0.10\) eV for these parameters. The amplitude is only half the full variation around the brim. Already at \(U=0.20\) eV the full variation, 10.7 meV, is close to the ideal hat depth of 11.5 meV. A weakly modulated ring is therefore a poor picture there and at smaller \(U\), and the bands should be diagonalized with \(\gamma_3\) included.

Two smaller terms are the skew hopping \(\gamma_4\), roughly 0.14 eV, which joins A1 to A2 and B1 to B2 as \(+\gamma_4f\) (opposite in sign to \(-\gamma_0f\), with \(g>0\)), and an upward energy shift of the facing sites B1 and A2, roughly 0.020 eV. Each alone changes the example's gap by 0.3 meV or less. All three terms together give 164.3 meV, about 7% below the ideal result; this gap is slightly indirect, the smallest direct gap being 165.1 meV. The conduction brim then varies by 7.3 meV and the valence brim by 13.9 meV, whereas with \(\gamma_3\) alone both vary by 10.7 meV. The two smaller terms break the symmetry between \(E\) and \(-E\). Added separately to \(\gamma_3\) with these signs, each reduces the conduction variation and increases the valence one, while the gap hardly moves; reversing the sign of either term reverses its effect on the two brims. With all three terms the conduction pockets have masses of about 0.044 (radial) and 0.059 electron masses and merge at about \(1.3\times10^{12}\) cm\(^{-2}\).

**Q.** My gates set a field, not your \(U\). May I put the applied potential difference into the formula?

**A.** No: \(U\) is the asymmetry that remains after the electrons have responded. At neutrality the occupied energies are \(-E_+\) and \(-E_-\). Hellmann–Feynman then gives the excess electron number in layer 2, per momentum and spin, as

\[
\nu=\frac{\partial}{\partial U}(E_++E_-).
\]

From the quadratic in \(E^2\), \(E_+^2+E_-^2=2M\) and \(E_+E_-=\sqrt P\equiv Q\). Hence

\[
\Sigma\equiv E_++E_-=\sqrt{g^2+\frac{U^2}{2}+2x+2Q}.
\]

At fixed \(x\), \(2Q\,\partial Q/\partial U=-U(x-U^2/4)+g^2U/2\). Differentiating \(\Sigma^2\) yields

\[
\nu=\frac{U}{2\Sigma}\left[1+\frac{g^2/2-x+U^2/4}{Q}\right].
\]

Summed over the zone and both spins, this moves \(n_L=3.9\times10^{12}\) electrons per cm\(^2\) to layer 2 in the two-hopping model. With \(\gamma_3\), \(\gamma_4\) and the site shift included it is about \(4.2\times10^{12}\), which would raise the field found below from 1.30 to 1.36 V/nm. Treat the layers as charged sheets in vacuum, a distance \(d=0.335\) nm apart. Their field opposes the external field \(F\), so

\[
U=ed\left(F-\frac{en_L}{\varepsilon_0}\right),\qquad
F=\frac{U}{ed}+\frac{en_L}{\varepsilon_0}
=0.597+0.705=1.30\ {\rm V/nm}.
\]

The unscreened difference \(eFd\) is 0.436 eV, more than twice \(U\). Using it by mistake would give a gap of

\[
\frac{0.436\times0.38}{\sqrt{0.436^2+0.38^2}}\ {\rm eV}\simeq0.29\ {\rm eV}
\]

instead of 0.18 eV, at the same gate field.

**Q.** Could a device sustain that field, and would I then measure 177 meV?

**A.** With a rough relative permittivity of 3.5, the field in the boron nitride is \(1.30/3.5\) V/nm, or 3.7 MV/cm. That is about 0.37 of a rough breakdown field of 10 MV/cm. The example is therefore strongly gated but below that limit; a dielectric of the same permittivity but lower breakdown field would leave less margin.

I would not promise 177 meV. Among the effects sized here, \(\gamma_3\) lowers the band gap by 12 meV (by about 16 meV if \(\gamma_3=0.38\) eV), and confusing applied with screened asymmetry causes a much larger error. The electrostatic estimate leaves out polarization within each layer. If this is represented by a relative permittivity of 2 between the charged sheets, keeping \(U=0.20\) eV requires \(F=1.90\) V/nm, and the field in the boron nitride rises to about 0.54 of the rough breakdown value. If the gate field instead stays at 1.30 V/nm, \(U\) falls to about 0.134 eV and the two-hopping gap to about 126 meV, a much larger change than the one from \(\gamma_3\). Exchange and correlation beyond the mean field are left out too. Disorder, also left out, can place states inside the gap, so a gap inferred from transport need not equal the separation of the clean bands. The boxed formula is exact for the two-hopping model at a given \(U\); the numerical output shows how far the added hoppings and screening move this example.

## Calculated quantities

```
in-plane hopping gamma0 = 3.10 eV (rough)
interlayer hopping g = 0.38 eV (rough)
asymmetry U = 0.20 eV
lattice constant a = 0.246 nm
layer distance = 0.335 nm
hbar v = 0.6604 eV nm
velocity v = 1.0034e+06 m/s
sqrt(U^2+g^2) = 0.4294 eV
gap by formula = 176.98 meV = 2.8356e-20 J
gap by full-zone lattice model = 176.98 meV
band edge E0 = 88.49 meV
ring coupling y0 = 133.53 meV
ring radius p0/hbar = 0.2022 1/nm
hat depth = 11.51 meV
hat depth / k_B = 133.5 K
radial mass at brim = 0.0400 electron masses
density closing the annulus n* = 2.919e+12 1/cm2
diagonalized gap at U = 50 meV: 49.57 meV
diagonalized gap at U = 100 meV: 96.71 meV
diagonalized gap at U = 200 meV: 176.98 meV
diagonalized gap at U = 400 meV: 275.50 meV
diagonalized gap at U = 1000 meV: 355.22 meV
gamma3 = 0.30 eV, gamma4 = 0.14 eV (rough)
dimer-site shift = 0.020 eV (rough)
gap with gamma3 only = 164.99 meV
gap with gamma4 only = 176.69 meV
gap with dimer shift only = 176.79 meV
gap with all three = 164.25 meV
brim height variation, ideal = 0.000 meV
brim height variation, gamma3 only = 10.70 meV
brim height variation, all three = 7.32 meV
conduction pockets per valley, all three = 3
thermal energy at 300 K = 25.85 meV
thermal electron density = 1.160e+11 1/cm2
charge moved between layers = 3.897e+12 1/cm2
same from cone integral = 3.883e+12 1/cm2
field between layers U/(e d) = 0.597 V/nm
screening field = 0.705 V/nm
external field D/eps0 = 1.302 V/nm
unscreened asymmetry = 0.436 eV
hBN relative permittivity = 3.5 (rough)
field in hBN = 3.72 MV/cm
hBN breakdown field = 10 MV/cm (rough)
field / breakdown field = 0.37
```
